# Growth law of alumina scales with columnar grains that widen inward

**Q.** You say that an alumina scale whose grains get wider with depth should not thicken parabolically. Diffusion through a growing layer gives a parabola. Why should grain shape matter?

**A.** The parabola needs more than diffusion. It needs every new slice of oxide to resist the flux as much as an earlier slice would at the same oxygen activity. If oxygen travels along grain boundaries and the inner slices contain fewer of them, each new slice resists more than the last would at the same activity.

Let $z$ be the depth below the gas surface and $X$ the scale thickness. Oxygen moves inward and new oxide forms at the metal, at $z=X$. I take the columns to have width

$$g(z)=g_0+az ,$$

with $g_0$ the width at the gas surface and $a$ a dimensionless widening. The widths are frozen once the oxide has formed. Since growth occurs at the metal side, a given $z$ always labels the same piece of oxide, and thickening does not alter the slices already there.

**Q.** Real columns are not identical. What does "width" mean, and how much boundary does a slice contain?

**A.** Take square columns first. Each has perimeter $4g$, shared with its neighbours, so it owns a boundary length $2g$ on an area $g^2$. The length per unit area is $2/g$. For regular hexagons measured across flats, the side is $g/\sqrt3$, half the perimeter is $\sqrt3\,g$, and the area is $\sqrt3\,g^2/2$. The ratio is again $2/g$. For an irregular structure I define $g$ as 2 divided by the boundary length per unit area.

With boundaries of width $\delta$, running nearly normal to the scale, the grain interior of a square or hexagonal column has width $g-\delta$. The boundary area fraction is therefore

$$f=1-\left(1-\frac{\delta}{g}\right)^2=\frac{2\delta}{g}-\frac{\delta^2}{g^2}\approx\frac{2\delta}{g}.$$

The dropped term is a fraction $\delta/(2g)$ of the one kept. A random-point count on hexagons with $\delta/g=0.04$ gave 0.978 of $2\delta/g$; the expression above gives 0.98, and the difference is within the sampling noise.

**Q.** You now want to add resistances. But the boundary diffusivity may depend on the local oxygen activity, which changes enormously across the scale. A slice then has no fixed resistance.

**A.** That is a fair objection, and the derivation must not assume a constant diffusivity. Let $\mu$ be the chemical potential of an oxygen atom, $c$ the number of oxygen atoms per volume of oxide, and $D_b(\mu)$ the effective boundary diffusivity. I assume that electronic carriers balance the charge without limiting the flux. The inward flux per unit area of scale is

$$J=-\frac{2\delta}{g(z)}\,\frac{c\,D_b(\mu)}{k_BT}\,\frac{d\mu}{dz}.$$

It is positive because $\mu$ falls from gas to metal. If the scale stores negligible oxygen beyond its normal composition, whatever enters a slice leaves it, so $J$ is the same at all depths. Multiply by $g\,dz$:

$$J\,g(z)\,dz=-2c\,\frac{\delta D_b(\mu)}{k_BT}\,d\mu .$$

The left side contains only $z$ and the right side only $\mu$. Integrate from the gas surface to the metal, and use the minus sign to reverse the limits on $\mu$:

$$J\int_0^X g\,dz=2cB,\qquad B=\int_{\mu_{\rm metal}}^{\mu_{\rm gas}}\frac{\delta D_b(\mu)}{k_BT}\,d\mu .$$

So $\int g\,dz$ plays the part of the summed resistance even when $D_b$ varies with $\mu$. What would spoil this is a separate dependence of $D_b$ on $z$, for instance from a dopant concentrated at one depth.

As a test, the flux equation was solved directly in dimensionless form with $g=1+0.5z$, thickness 7, diffusivity $0.2+e^{0.3u}$, and $u=\mu/k_BT$ falling from 0 to $-6$. The ratio of the solved flux to the separated formula was 1.0000000.

**Q.** Then finish it. What growth law follows?

**A.** The sum over slices is

$$\int_0^X(g_0+az)\,dz=g_0X+\frac{aX^2}{2}.$$

Each arriving oxygen atom makes a volume $1/c$ of oxide, so $dX/dt=J/c$ and

$$\frac{dX}{dt}=\frac{2B}{g_0X+aX^2/2}.$$

Here $c$ has cancelled. At constant temperature and fixed oxygen activities at the two faces, $B$ is constant. Separating the variables and integrating from $X=0$ at $t=0$ gives

$$\frac{g_0X^2}{2}+\frac{aX^3}{6}=2Bt .$$

When the scale is thin the first term dominates and $X^2=4Bt/g_0$, the parabola you expected. When it is thick the second dominates and $X^3=12Bt/a$. The terms are equal at $X=3g_0/a$.

**Q.** So the cubic law takes over at $3g_0/a$?

**A.** No, that is only where the two contributions are equal. Put $\ell=g_0/a$ and multiply the law by $6/a$:

$$X^3+3\ell X^2=\frac{12Bt}{a}.$$

The slope on a logarithmic plot, with $s=X/\ell$, follows from

$$\frac{d\ln t}{d\ln X}=\frac{3X^3+6\ell X^2}{X^3+3\ell X^2}=\frac{3s+6}{s+3}.$$

This inverse exponent is 2 at $s=0$ and 2.5 at $s=3$. To reach 2.9 requires $3s+6=2.9s+8.7$, or $s=27$. The exponent of $X$ in time, $(s+3)/(3s+6)$, drifts from $1/2$ towards $1/3$ over a wide range of thickness.

**Q.** Can $X$ be written as a function of time, or must I solve a cubic at each point?

**A.** It can be written out. Let $Y=X+\ell$, chosen to remove the quadratic term:

$$(Y-\ell)^3+3\ell(Y-\ell)^2=Y^3-3\ell^2Y+2\ell^3=\frac{12Bt}{a}.$$

Set $Y=2\ell C$ and divide by $2\ell^3$:

$$4C^3-3C=h,\qquad h=\frac{6Bt}{a\ell^3}-1 .$$

Since $4\cos^3\theta-3\cos\theta=\cos3\theta$, the solution is $C=\cos(\tfrac13\arccos h)$, and

$$X=\ell\left[2\cos\left(\tfrac13\arccos h\right)-1\right].$$

For $h>1$ replace cos and arccos by cosh and arcosh, which obey the same identity. At $t=0$, $h=-1$ and the cosine is $\cos(\pi/3)=1/2$, so $X=0$ as required.

The same equation shows how the cubic limit is approached. Write $P=(12Bt/a)^{1/3}$. Then $Y^3=P^3+3\ell^2Y-2\ell^3$, and for large $P$ the leading correction is $Y\approx P+\ell^2/P$. Hence

$$P-X\approx\ell-\frac{\ell^2}{P}.$$

The pure cubic curve stays ahead by a distance that tends to $\ell$; only the relative error vanishes. Growing a scale numerically in slices of $0.005\,\ell$ and summing their resistances gave a lead of $0.9950\,\ell$ at $X=200\,\ell$, in agreement with this.

**Q.** I still distrust "in series". If columns widen, some must end, and their boundaries merge. Two merging boundaries need not arrive with the same $\mu$.

**A.** Correct. The series sum assumes that $\mu$ is uniform over all boundaries at each depth. For a constant $D_b$, the true potential minimises the dissipation, which is proportional to the integral of $D_b|\nabla\mu|^2$ over the boundaries, for given end values. The minimum is proportional to the conductance. A trial potential that depends on $z$ alone can only give the same value or a larger one, and the best such trial gives the series result. The series resistance is thus a lower bound. For $D_b(\mu)$ the argument holds with $\int D_b\,d\mu$ in place of $\mu$.

To see the size of the gap, I take separate conducting lines with no lateral exchange. They start as 300,000 lines, and random pairs merge so that the number falls as $1/(1+z/\ell)$. The resistance is about 1.16 times the series value at depth $50\,\ell$ and, within the sampling noise, also at $100\,\ell$. In this model the ratio levels off, so the late resistance still grows as $X^2$ and the cubic exponent survives. The prefactor changes: time is stretched by about 1.16, and the late thickness at a given time is multiplied by $1.16^{-1/3}\approx0.95$. The value belongs to this merging rule. If the paths instead fall in number as $1/g^2$, like the columns, and each widens as $g$, the series value is the same but the ratio levels off near 1.32. Real boundaries are connected sheets that allow some lateral exchange, so I would expect a smaller correction, but that is a conjecture.

**Q.** And is growth then cubic for ever?

**A.** Only if boundaries remain the only path. Let the grain interiors have a small diffusivity $D_l$, with $D_l/D_b$ independent of $\mu$. The two paths are parallel within a slice, so $2\delta D_b/g$ becomes

$$\frac{2\delta D_b}{g}+D_l=2\delta D_b\left(\frac1g+\frac1{g_c}\right),\qquad g_c=\frac{2\delta D_b}{D_l}.$$

In the resistance integral, $g$ is replaced by $(1/g+1/g_c)^{-1}$. Once $g\gg g_c$ this is simply $g_c$: new slices are again alike, and growth finally returns to a parabola. The cubic law is an intermediate regime, $g_0\ll aX\ll g_c$.

The linear widening matters as well. If instead $g$ grows as $z^p$ at large depth, the resistance grows as $X^{p+1}$ and the time as $X^{p+2}$. The cubic law is the case $p=1$. If widening stops at some $g_{\max}$, then $p=0$ and a slower parabola results.

**Q.** Give me numbers for a hot alloy, not just limits.

**A.** Consider alumina on an iron-chromium-aluminium alloy at 1473 K in air, with rough round parameters: $g_0=0.20$ µm, $a=0.15$, $\delta=1.0$ nm and a constant $D_b=2.5\times10^{-4}$ µm²/s. The oxygen pressure is 0.2 bar at the gas side and is set to a round $10^{-28}$ bar at the metal. That is close to the equilibrium of alumina with pure aluminium, about $10^{-28.5}$ bar. In an alloy with about 10 at% aluminium the pressure is higher, since it varies as the aluminium activity to the power $-4/3$: an activity of $10^{-3}$ would give $10^{-24.5}$ bar and, for constant $D_b$, lower the 1000 h thickness found below by about 5 %.

An oxygen atom carries half the chemical potential of the molecule, so the drop in $\mu/k_BT$ is $\tfrac12\ln(0.2/10^{-28})=31.43$. Therefore

$$B=(10^{-3})(2.5\times10^{-4})(31.43)=7.86\times10^{-6}\ \text{µm}^3/\text{s}.$$

The length $\ell=0.20/0.15=1.33$ µm puts the crossover at 4.0 µm. There $X^3+3\ell X^2=54\ell^3$, so $t=4.5\,a\ell^3/B$, which is 57 h.

For 1000 h, or $3.6\times10^6$ s, the right side of the growth law is $2Bt=56.6$ µm³. The solution is $X=11.9$ µm: the quadratic term supplies 14.2 µm³ and the cubic term 42.4 µm³. Other times are below. "Parabola" keeps the width at $g_0$; "cubic" drops the $g_0$ term.

| Time (h) | $X$ (µm) | Exponent | Parabola (µm) | Cubic (µm) |
|---:|---:|---:|---:|---:|
| 1 | 0.69 | 0.466 | 0.75 | 1.31 |
| 10 | 1.95 | 0.430 | 2.38 | 2.83 |
| 100 | 5.01 | 0.391 | 7.52 | 6.09 |
| 1000 | 11.9 | 0.364 | 23.8 | 13.1 |
| 10000 | 27.0 | 0.348 | 75.2 | 28.3 |

**Q.** Your exponent never reaches one third. Would an experimenter notice any of this?

**A.** The departure from a parabola is large even though the cubic limit is not reached. An inverse exponent of 2.9 needs 36 µm and about 23,000 h. But consider the local parabolic constant,

$$\frac{d(X^2)}{dt}=2X\frac{dX}{dt}=\frac{4B}{g_0+aX/2}.$$

It falls from 0.57 µm²/h for a thin scale to 0.10 µm²/h at 1000 h. Extrapolating the initial parabola to 1000 h would double the predicted thickness. A fitted exponent between $1/3$ and $1/2$ would not identify the mechanism, though, because coarsening of the columns after they form also slows growth. The widths must be measured too.

**Q.** Which of your omissions hurts most at 1000 h?

**A.** Not lattice diffusion. With a rough $D_l=10^{-10}$ µm²/s, $g_c=5$ mm, while the columns at the metal are 2.0 µm wide. The lattice path lowers the resistance by 0.027 %. With it included, the inverse exponent peaks at 2.985 and falls back to 2.5 only at 89 mm, far outside any realistic scale.

The following changes are made one at a time, with the other settings held fixed and 11.9 µm as the reference:

- **Outward growth.** Let a share $\phi$ of the thickness form at the gas side with width $g_0$, at unchanged total $B$. Only the inner part widens, so the resistance integral becomes $g_0X+a(1-\phi)^2X^2/2$. For $\phi=0.1$, $X=12.6$ µm.
- **Coarsening.** Let all widths grow by the factor $1+\varepsilon t/t_e$ up to the final time $t_e$. The rate is divided by this factor, and integrating it replaces $t_e$ by $t_e\ln(1+\varepsilon)/\varepsilon$. For $\varepsilon=0.2$, $X=11.5$ µm.
- **Metal-side pressure.** Raising it a hundredfold lowers the drop in $\mu/k_BT$ by $\tfrac12\ln100=2.3$ and gives 11.6 µm, provided $D_b$ is constant. If $D_b$ instead varied as the oxygen pressure to the power $-1/6$, as for doubly charged oxygen vacancies balanced by electrons, most of $B$ would come from the metal side. Starting from the same $B$, the same change would then give 9.0 µm.
- **Temperature.** With a rough activation energy of 4 eV, 10 K more gives 12.9 µm.

Merging without lateral exchange raises the resistance at this thickness by a factor of about 1.15. Of the changes considered here, the largest is the one to 9.0 µm, but the ranking depends on the step sizes chosen. A temperature 30 K higher gives 15.0 µm, a shift of similar relative size. A hundredfold rise in pressure is also a large step: if the aluminium activity is proportional to its content, the 14 % loss found below raises the pressure only about 1.2-fold and gives 11.8 µm even with the $-1/6$ law. The dependence of $D_b$ on oxygen pressure matters mainly when $B$ is predicted from a measured diffusivity or carried over to an alloy with a different aluminium activity.

**Q.** With a constant $D_b$, those are modest. Does the law then describe a real component?

**A.** It describes an adherent scale held hot whose growth is limited by oxygen transport along the boundaries, which is a narrower claim. If electronic carriers crossing the grain interiors limited the flux instead, the slices would hardly resist more as the columns widen, and growth would be nearly parabolic for as long as that resistance outweighs the boundary one. A constant electronic resistance in series adds a constant to $g_0$ in the resistance integral, so it postpones the drift towards the cubic law without removing it; at ten times the boundary resistance for width $g_0$, the inverse exponent is 2.2 at 12 µm. Alumina scales on such alloys with reactive-element additions grow mainly inward with columnar grains, and a thickness of order ten micrometres after 1000 h near this temperature is a reasonable rough figure. The value of $D_b$ was chosen to lie in that regime, so the agreement in size is no confirmation of the model. Real scales also grow partly outward; the 10 % case above moves the thickness by about 6 %.

Two other limits concern the component itself. The first is its aluminium supply. Alumina is about 53 % aluminium by mass. For a 1 mm sheet oxidised on both faces, with 5 wt% aluminium and densities of 3.95 and 7.2 g/cm³ for oxide and alloy, the fraction consumed is

$$\frac{2(11.9)(3.95)(0.53)}{(1000)(7.2)(0.05)}\approx0.14 .$$

Thinner sheet is depleted sooner, and the fixed metal-side activity then becomes doubtful.

The second is cooling. With a rough expansion mismatch of $5\times10^{-6}$ per kelvin and 1180 K of cooling, the in-plane strain is $\epsilon=0.0059$. Equal strain in two directions with a free surface gives a stress $E\epsilon/(1-\nu)$ in each, and an energy density $\tfrac12\cdot2\cdot E\epsilon^2/(1-\nu)$. For a modulus $E=380$ GPa and Poisson ratio $\nu=0.25$, the stored energy per area is

$$\frac{E\epsilon^2X}{1-\nu}\approx210\ \text{J/m}^2 .$$

This treats the alloy as rigid and neglects relaxation by creep; both make the figure an overestimate. Stress left over from growth is not included. If detachment costs about 100 J/m², an assumed round value, and all the stored energy is released, enough is stored from 5.7 µm upward. A straight delamination front relaxes only one direction and releases the share $(1+\nu)/2$, or 131 J/m² here, which moves the threshold to 9.1 µm. Spalling is then possible, though it also needs a flaw or a buckle to start it. Where oxide is lost, the long resistive columns go with it and the growth law no longer applies. For a part that is repeatedly cooled, this is the omission that can matter most.

## Computed values

```
Temperature: 1473 K
Surface column width g0: 0.20 um; widening a: 0.15
Boundary width: 1.0 nm
Boundary diffusivity: 2.50e-04 um^2/s
Lattice diffusivity: 1.0e-10 um^2/s
Oxygen pressure, gas side: 0.2 bar
Oxygen pressure, metal side: 1e-28 bar
Drop of mu/(kB T): 31.43
Transport integral B: 7.858e-06 um^3/s
Length g0/a: 1.333 um
Crossover thickness: 4.00 um, time: 56.6 h
Inverse exponent 2.9 at: 36.0 um, 22907 h
Columns: time h | X um | exponent | parabolic um | cubic um
     1 | 0.694 | 0.466 | 0.752 | 1.313
    10 | 1.950 | 0.430 | 2.379 | 2.829
   100 | 5.011 | 0.391 | 7.522 | 6.094
  1000 | 11.922 | 0.364 | 23.786 | 13.129
 10000 | 27.013 | 0.348 | 75.217 | 28.286
Column width at metal, 1000 h: 1.99 um
d(X^2)/dt when thin: 0.566 um^2/h
d(X^2)/dt at 1000 h: 0.103 um^2/h
Counted boundary fraction / (2 delta/g): 0.978 at delta/g = 0.04
Flux, solved / formula: 1.0000000
Lead of cubic curve at X = 200 g0/a: 0.9950 g0/a
Merging / series resistance, 1000 h: 1.146
Same ratio at depth 50 g0/a: 1.159
Same ratio at depth 100 g0/a: 1.159
Width where lattice equals boundary: 5.00 mm
Resistance cut by lattice, 1000 h: 0.027 %
Largest inverse exponent with lattice: 2.985
Back to inverse exponent 2.5 at: 89 mm
X at 1000 h, 10 % outward: 12.62 um
X at 1000 h, 20 % coarsening: 11.53 um
X at 1000 h, metal-side pressure x100: 11.60 um
X at 1000 h, 10 K hotter (4 eV): 12.88 um
Alloy: 5 wt% Al, 7.2 g/cm^3; oxide 3.95 g/cm^3
Al used from 1 mm sheet, both faces: 13.8 %
Oxide modulus: 380 GPa; Poisson ratio: 0.25
Expansion mismatch: 5.0e-06 /K; cooling: 1180 K
Elastic energy on cooling, 1000 h: 210 J/m^2
Thickness storing 100 J/m^2: 5.7 um
```
